# Does a symmetric beam guarantee an unbiased half-maximum linewidth?

**The argument under review**

A thin oxide layer between two silicon regions is cut, polished flat and viewed edge-on in a scanning electron microscope. It appears as a bright stripe, whose width is to be read from a line scan. The argument runs as follows.

"The beam is symmetric. When it is centred on an edge, half of it lies on the oxide and half on the silicon, so the signal there is midway between the two levels. Blurring makes the edge less steep but does not move its midpoint. A stripe has two edges. The distance between the two half-maximum points is therefore the true width, whatever the size of the beam."

The statement about one edge is correct. The question is whether it survives the step from one edge to two, when "half-maximum" means half of the peak that the stripe itself produces.

**Model and conventions**

Let $x$ be the beam position across a long, straight stripe occupying $-w/2<u<w/2$. The secondary-electron yield has one constant value inside the stripe and a lower constant value outside. Subtract the background and divide by the difference of the two levels. The remaining signal $I(x)$ would be 1 in the middle of a very wide stripe.

The blur is taken to be linear. Its profile $b(t)$ is the beam density integrated along the stripe, normalised to $\int b\,dt=1$. It is even, non-negative and does not increase with $|t|$. Then

$$I(x)=\int_{-w/2}^{w/2}b(x-u)\,du=\int_{x-w/2}^{x+w/2}b(t)\,dt ,$$

where the second form follows from $t=x-u$. The measured width $W$ is defined by $I(W/2)=\tfrac12 I(0)$.

For a round Gaussian spot of standard deviation $s$, integration along the stripe gives

$$b(x)=\int_{-\infty}^{\infty}\frac{e^{-(x^2+y^2)/2s^2}}{2\pi s^2}\,dy=\frac{e^{-x^2/2s^2}}{s\sqrt{2\pi}},$$

because $\int e^{-y^2/2s^2}dy=s\sqrt{2\pi}$. The standard deviation is unchanged. The profile falls to half its maximum where $x^2/2s^2=\ln2$, so its full width at half maximum (FWHM) is $F=2\sqrt{2\ln2}\,s$.

**What is right, and where the argument breaks**

For a single edge, with oxide filling $u>0$, the signal is

$$E(x)=\int_0^\infty b(x-u)\,du=\int_{-\infty}^{x}b(t)\,dt .$$

Since $b$ is even, $E(0)=\tfrac12$. This is half of the plateau far inside the oxide, as the argument says.

For the stripe, put the beam on the true edge, $x=w/2$, and then at the centre:

$$I(w/2)=\int_0^{w}b\,dt,\qquad \tfrac12 I(0)=\tfrac12\int_{-w/2}^{w/2}b\,dt=\int_0^{w/2}b\,dt .$$

The last step uses the evenness of $b$. Subtracting,

$$I(w/2)-\tfrac12I(0)=\int_{w/2}^{w}b(t)\,dt\;\ge 0 .$$

This is the missing term. A beam centred on a narrow stripe spills over both sides, so the peak falls short of the plateau, and a threshold tied to that peak falls with it. The signal at the true edge is reduced less, because there the beam loses only the tail that reaches past the far edge.

The sign of the width error follows from the slope,

$$I'(x)=b(x+w/2)-b(x-w/2).$$

For $x>0$ the first argument is farther from zero than the second, so $I'\le0$. The signal does not rise on the way out, and at the true edge it has not yet dropped below the threshold. Hence $W\ge w$ for every beam of the assumed kind.

Equality requires $b$ to vanish between $w/2$ and $w$, and therefore everywhere beyond $w/2$, since $b$ does not rise again. Conversely, if $b$ vanishes beyond $w/2$, the threshold is met at the edge, where the slope is $b(w)-b(0)=-b(0)<0$, and $W=w$. The condition for an unbiased width is thus that the whole beam, centred on the stripe, fits inside it. Symmetry alone does not secure this.

A triangular profile $b(t)=(1-|t|/F)/F$ for $|t|<F$ shows both cases. Its FWHM is $F$; take $F=3$ nm. A 6 nm stripe just contains it, and $W=6$ nm. For a 4.5 nm stripe, half the peak is

$$\int_0^{2.25}\frac{1-t/3}{3}\,dt=0.75-\frac{0.75^2}{2}=0.46875 .$$

At a distance $\epsilon$ outside the edge the signal is $\int_\epsilon^3 b\,dt=\tfrac12(1-\epsilon/3)^2$. Equating the two gives $1-\epsilon/3=\sqrt{0.9375}=0.9682$, so $\epsilon=0.095$ nm and $W=4.5+2\epsilon=4.69$ nm. The beam is perfectly symmetric and the width is wrong.

**The Gaussian beam: two lower bounds**

A Gaussian never vanishes, so the inequality is strict: $W>w$. There is a second bound. Write

$$b(x-u)=b(x)\,e^{-u^2/2s^2}\,e^{xu/s^2}$$

and combine the contributions of $u$ and $-u$, using $e^{z}+e^{-z}=2\cosh z$. Then

$$\frac{I(x)}{I(0)}=e^{-x^2/2s^2}\,C,\qquad
C=\frac{\int_0^{w/2}e^{-u^2/2s^2}\cosh(xu/s^2)\,du}{\int_0^{w/2}e^{-u^2/2s^2}\,du}.$$

The factor $C$ is a weighted average of a hyperbolic cosine, so $C>1$ for $x\neq0$. At $x=F/2$ the exponential equals $\tfrac12$, and the ratio is therefore still above one half. Hence $W>F$.

Increasing $w$ at fixed $x$ and $s$ adds values of the cosine larger than all those already in the average. So $C$ rises, the half-maximum point moves outward, and $W$ grows steadily with $w$. Altogether $W>\max(w,F)$. For a Gaussian beam the measured width can never be smaller than the beam's FWHM, however thin the stripe. This second bound, unlike $W\ge w$, belongs to the Gaussian shape: a uniform round spot whose profile has $F=3$ nm gives $W=2.82$ nm on a 1 nm stripe.

**The narrow limit**

When $w\ll s$, expand the beam profile in $u$:

$$b(x-u)=b(x)-u\,b'(x)+\tfrac12u^2b''(x)-\dots$$

The odd terms integrate to zero over the stripe, and $\int_{-w/2}^{w/2}u^2du=w^3/12$. Therefore

$$I(x)\approx w\left[b(x)+\frac{w^2}{24}\,b''(x)\right].$$

To leading order the scan is a picture of the beam, with height proportional to $w$ and a shape that does not depend on $w$. Dividing by the peak removes the height, and with it the leading information about the stripe.

For the next order, $b''=(x^2/s^4-1/s^2)\,b$. In the ratio $I(x)/I(0)$ the term $-1/s^2$ cancels to order $w^2$, leaving

$$\frac{I(x)}{I(0)}\approx e^{-x^2/2s^2}\left[1+\frac{w^2x^2}{24s^4}\right]=\frac12 .$$

Set $x=F/2+\delta$ with $\delta$ small, and take logarithms, with $\ln(1+z)\approx z$:

$$-\frac{(F/2)^2}{2s^2}-\frac{F\delta}{2s^2}+\frac{w^2(F/2)^2}{24s^4}=-\ln2 .$$

The first term equals $-\ln2$ by the definition of $F$. The rest gives $\delta=w^2F/(48s^2)$. With $W=F+2\delta$ and $s^2=F^2/(8\ln2)$,

$$W\approx F+\frac{\ln2}{3}\,\frac{w^2}{F}=F+0.231\,\frac{w^2}{F}.$$

As $w\to0$ the reported width tends to $F$, not to zero. The sensitivity $dW/dw\approx0.462\,w/F$ vanishes in the same limit.

**The wide limit**

With $t=\sqrt2\,s\,v$ the Gaussian integral becomes

$$I(x)=\frac12\left[\operatorname{erf}\frac{x+w/2}{\sqrt2\,s}-\operatorname{erf}\frac{x-w/2}{\sqrt2\,s}\right],\qquad I(0)=\operatorname{erf}\frac{w}{2\sqrt2\,s}.$$

Put the crossing at $x=w/2+\epsilon$. For $w\gg s$ the first error function, with argument $(w+\epsilon)/(\sqrt2 s)$, may be replaced by 1; its deficit is far smaller than that of the peak, whose argument is about half as large. The threshold condition becomes

$$1-\operatorname{erf}\frac{\epsilon}{\sqrt2\,s}=1-\operatorname{erfc}\frac{w}{2\sqrt2\,s}.$$

Since $\operatorname{erf}z\approx2z/\sqrt\pi$ for small $z$, this gives $\epsilon=s\sqrt{\pi/2}\,\operatorname{erfc}(w/2\sqrt2s)$, and

$$W-w=2\epsilon\approx\sqrt{2\pi}\,s\,\operatorname{erfc}\frac{w}{2\sqrt2\,s}.$$

The complementary error function falls faster than exponentially, so the original argument becomes an excellent approximation once the stripe is a few beam widths across.

**Numbers for a thin oxide**

Take $F=3$ nm, so $s=3/2.355=1.274$ nm. The table gives the root of $I(W/2)=\tfrac12I(0)$, found numerically. The last column uses a different threshold, discussed below. Lengths are in nm.

| $w$ | peak $I(0)$ | $W$ | fixed threshold |
|---|---|---|---|
| 0.5 | 0.156 | 3.02 | none |
| 1 | 0.305 | 3.08 | none |
| 2 | 0.568 | 3.32 | 1.42 |
| 3 | 0.761 | 3.75 | 2.94 |
| 5 | 0.950 | 5.16 | 5.00 |
| 7 | 0.994 | 7.02 | 7.00 |

For the 2 nm oxide the signal at the true edge is 0.442, while half the peak is 0.284. The crossing must lie well outside the edge, and the reported width is 3.32 nm, which is 66% above the true one. The narrow-limit formula gives $3+0.231\times4/3=3.31$ nm. Between $w=0.5$ and 2 nm the stripe widens fourfold, but $W$ rises by only 10%; the change appears in the height of the peak.

For the 7 nm oxide, $\operatorname{erfc}(1.943)=0.0060$ and the wide-limit formula gives a bias of $2.507\times1.274\times0.0060=0.019$ nm. In this model the bias is 10% of $w$ at $w=1.31F$ and 1% at $w=2.0F$. These ratios hold for any Gaussian beam size, because $I$ depends on lengths only through their ratios.

**Three proposed repairs**

*Subtract the beam in quadrature.* One might estimate the width as $\sqrt{W^2-F^2}$. Squaring the narrow-limit result gives

$$W^2-F^2\approx\frac{2\ln2}{3}\,w^2,\qquad \sqrt{W^2-F^2}\approx0.68\,w .$$

Under convolution it is variances that add. A top-hat has variance $w^2/12$, whereas a Gaussian has variance $F^2/(8\ln2)$. The conversion from variance to width differs between the two shapes, and the ratio $8\ln2/12$ is the factor $2\ln2/3$ found here. At $w=2$ nm the estimate is 1.42 nm, 29% too small.

*Use a fixed threshold.* If the plateau is known from a wide region of the same oxide, the threshold can be set at $I=\tfrac12$. At the true edge

$$\tfrac12-I(w/2)=\int_w^\infty b\,dt ,$$

so the width is now too small, but the error comes only from the tail beyond the far edge. At $w=5$ nm it is invisible at the digits shown, while the own-peak width is 0.16 nm too large. For thinner stripes the method fails differently: if $I(0)<\tfrac12$ there is no crossing. This happens below $w=2\sqrt2\,s\,\operatorname{erfinv}(\tfrac12)=0.573F$, or 1.72 nm here. (At $w=2$ nm this method and the quadrature estimate both give 1.42 nm. That is a coincidence of this width: for thinner stripes one tends to $0.68w$ and the other ceases to exist.)

*Invert the correct relation.* Since $W$ grows steadily with $w$ for a Gaussian beam, a known $F$ then determines $w$ uniquely. The price is amplified error. At $w=2$ nm the numerical slope is $dW/dw=0.33$. If the beam is taken to be 2.9 or 3.1 nm wide instead of 3.0 nm, the same $W=3.32$ nm is inverted to 2.24 or 1.70 nm. A 3% error in $F$ has become an error of 12% to 15% in $w$.

Noise is amplified too. Suppose 10 pA of beam current, 1 µs per pixel and an average over 500 rows. Each averaged pixel then receives

$$N=\frac{10^{-11}\times10^{-6}\times500}{1.602\times10^{-19}}\approx31\,200$$

electrons. Let the yields be 1 for silicon and 2 for oxide, so that the contrast is 1 and the local mean yield is $Y=1+I$. As an approximation, give every arrival at a given beam position the same mean yield $Y$. If both the arrivals and the secondaries per arrival then follow Poisson statistics, the mean square number of secondaries per arrival is $Y+Y^2$, and the yield estimated from one pixel has variance $Y(1+Y)/N$.

Let $n_\pm$ be the noise at the two crossings and $n_0$ that at the peak. Each crossing moves outward by $(n_\pm-n_0/2)/|I'|$, so $W$ changes by $(n_++n_--n_0)/|I'|$. With $Y=1.284$ at the crossings and 1.568 at the peak,

$$\sigma_W=\frac{1}{|I'|}\sqrt{\frac{2(1.284)(2.284)+(1.568)(2.568)}{31\,200}}=\frac{0.0178}{0.238\ \text{nm}^{-1}}=0.075\ \text{nm}.$$

Here $|I'|=b(0.66\ \text{nm})-b(2.66\ \text{nm})$. Dividing by 0.33 gives about 0.23 nm in the inferred $w$. This assumes a perfectly known background and the detection of every secondary. It also leaves out the chance that decides whether each electron lands on oxide or on silicon. That adds $I(1-I)$ to the mean square at each position and would raise $\sigma_W$ by about 3%.

**How far the model stands from a real section**

An oxide of about 2 nm is typical of a thin gate dielectric and one of about 7 nm of a tunnel oxide. A 3 nm beam at 1 keV is a rough working value; the best instruments do better. The yields are round values. Of the assumptions tested here, and for the parameter values assumed below, the one that matters most for the thin oxide is that the signal comes from the point where the beam lands. If secondaries emerge with a lateral spread proportional to $e^{-|x|/\lambda}$, with $\lambda=1$ nm assumed, numerical integration raises $W$ by 0.9 nm for the 2 nm oxide and by 0.3 nm for the 7 nm oxide. The shift depends strongly on $\lambda$: for the 2 nm oxide it is 0.06 nm at $\lambda=0.2$ nm, 0.3 nm at 0.5 nm and 2.2 nm at 2 nm.

Backscattered electrons release further secondaries over a wider region. Its size is estimated from the Kanaya–Okayama range, about 32 nm in silicon at 1 keV. Giving 30% of the response to a Gaussian of that FWHM adds 0.1 nm and 0.3 nm respectively; with half that FWHM the additions are 0.2 nm and 0.4 nm. If the oxide protrudes and each edge adds an excess of 50% of the signal above background, decaying inward over 1 nm, with the two excesses summed, the shifts are 0.01 nm and 0.5 nm. Each effect was added alone.

Charging of the stripe deflects the beam very little, provided its sideways field reaches only to a height comparable with the stripe's width, as is assumed here. A sideways field $\mathcal E$ acting over a height $h$ displaces an electron of kinetic energy $K$ by $\tfrac12(e\mathcal E/m)(h/v)^2=e\mathcal Eh^2/4K$. For a breakdown-sized 10 MV/cm, $h=2$ nm and $K=1$ keV this is 0.001 nm. Any effect of charging on the yield is not included.

The 0.02 nm bias found for the 7 nm oxide is therefore a property of the ideal model, not an accuracy to be expected. It also follows that an inversion must use the whole response, including the escape of secondaries, and not the incident beam alone. Correcting $F$ is not quite enough, because that response is no longer Gaussian. With the escape tail assumed above its FWHM is 3.957 nm, and the Gaussian relation with this $F$ returns 2.16 nm for the 2 nm oxide.

**Assessment**

The argument should be restricted to edges whose blurred regions do not overlap at the stripe's centre. The phrase "whatever the size of the beam" has to go. For a stripe much thinner than a Gaussian beam, the half-maximum width reports the beam.

Numbers in the example were calculated in double precision.
